# The asymptotic bound-state model and the broad 6Li Feshbach resonance

## The physical problem

In a cold gas of $^6$Li, let the atoms occupy the two lowest hyperfine states. As the magnetic field is raised, the s-wave scattering length $a$ of a pair from different states grows, diverges and returns with the opposite sign. The divergence is a Feshbach resonance: a molecular state passes through the energy of two free atoms. At what field does this happen?

The asymptotic bound-state model (ABM) replaces the radial motion by a few singlet and triplet levels, coupled by the atomic hyperfine and Zeeman terms. The simplest choice is the last bound level of each potential. For $^6$Li that choice fails, because the triplet level that matters is virtual: the triplet potential is slightly too shallow to bind it, and its scattering length is large and negative. The model below includes such a state.

Energies are divided by $h$ and given in MHz, fields in gauss, lengths in bohr. Spin operators are dimensionless.

## Spin states and threshold

One atom, with electron spin $s=1/2$ and nuclear spin $i=1$, has

$$h=A\,\mathbf s\cdot\mathbf i+g_e\mu_BB\,s_z-g_n\mu_NB\,i_z .$$

The threshold $E_{\rm thr}(B)$ is the sum of its two lowest eigenvalues. These states have $m_s+m_i=1/2$ and $-1/2$, so the pair has $M=0$. The weak magnetic dipole interaction between the atoms is neglected; $M$ and the partial wave are then conserved.

The atoms are identical fermions and the s wave is even under exchange, so the spin state must be odd. An electronic singlet ($S=0$, odd) needs an even nuclear state, $I=0$ or $2$. A triplet ($S=1$, even) needs the odd state $I=1$. At $M=0$ this gives two singlet and three triplet spin states.

With $\mathbf S=\mathbf s_1+\mathbf s_2$ and $\mathbf I=\mathbf i_1+\mathbf i_2$, expanding the products verifies

$$A(\mathbf s_1\cdot\mathbf i_1+\mathbf s_2\cdot\mathbf i_2)=\tfrac A2\,\mathbf S\cdot\mathbf I+\tfrac A2(\mathbf s_1-\mathbf s_2)\cdot(\mathbf i_1-\mathbf i_2).$$

The first term conserves $S$. The second is odd under exchange of the electron spins alone, so it connects singlet with triplet. The Zeeman terms contain total spins and conserve $S$. Within the two singlet states $\mathbf S\cdot\mathbf I$ vanishes, and so does the Zeeman energy, because $M_S=M_I=0$. Singlet spin states therefore have zero spin energy at every field, and the gap from threshold up to them is $D(B)=-E_{\rm thr}(B)$.

At high field the open channel is nearly $|{\downarrow\downarrow}\rangle|I{=}1,M_I{=}1\rangle$. Its two atoms have $m_i=1$ and $0$, so the diagonal hyperfine energy is $-A/2$. In each atom the flip $s_+i_-$ has matrix element $(A/2)\sqrt2=A/\sqrt2$ and lowers the energy by about $(A^2/2)/(g_e\mu_BB)$. For two atoms, neglecting the small nuclear Zeeman term,

$$D\simeq g_e\mu_BB+\frac A2+\frac{A^2}{g_e\mu_BB}. \tag{1}$$

The singlet coupling of this channel comes from $\frac A4(s_1-s_2)_+(i_1-i_2)_-$. The electron factor gives $|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle$, which is $\sqrt2$ times a normalized singlet. For the nuclei, $|1,1\rangle=(|1,0\rangle-|0,1\rangle)/\sqrt2$, where the right-hand side lists $m_{i1},m_{i2}$, and

$$(i_1-i_2)_-|1,1\rangle=2|0,0\rangle-|1,-1\rangle-|-1,1\rangle,$$

with squared norm $4+1+1=6$. The total squared coupling is

$$W^2=\frac{A^2}{16}\cdot2\cdot6=\frac34A^2 . \tag{2}$$

This is the leading order in $A/(g_e\mu_BB)$; with the lowest triplet spin state taken exactly, the squared coupling is about 4 per cent larger near 850 G and 14 per cent larger at 250 G. One combination of the two singlet spin states receives all of it. The orthogonal one is uncoupled at this order, so one broad and one narrow resonance are expected.

## Radial levels with zero slope

The reduced mass is $m/2$, so the kinetic prefactor is $\hbar^2/m$. With $E=\hbar^2k^2/m$, the radial function $u=r\psi$ obeys

$$-u''+\frac m{\hbar^2}V(r)\,u=k^2u,\qquad V=-\frac{C_6}{r^6}+\frac{C_{12}}{r^{12}} .$$

The potential is set to zero beyond $R$. Singlet and triplet have the same $C_6$; each $C_{12}$ is adjusted to give the prescribed $a_S$ or $a_T$. These are model wells with few bound states, without realistic exchange or higher dispersion terms.

At threshold the open-channel function outside $R$ is proportional to $r-a$. Hence

$$\frac{u'(R)}{u(R)}=\frac1{R-a}. \tag{3}$$

A divergent $a$ means zero slope at $R$. This suggests levels defined by $u(r_{\rm in})=0$, deep inside the repulsive wall, and $u'(R)=0$. With these conditions the radial operator is Hermitian and its levels form a complete discrete set. If an eigenvalue of the coupled problem in this set equals $E_{\rm thr}$, its open-channel part is a threshold solution with zero slope, so $a$ diverges.

One approximation enters. A closed channel should satisfy $u'=-\kappa u$ at $R$, not $u'=0$. The reflected part returns to the interaction region reduced by a factor of order $e^{-2\kappa R}$, so $R$ must be many decay lengths.

The virtual triplet state is now an ordinary level. Let $u_0$ be the zero-energy triplet solution and $u_k$ the lowest zero-slope level above threshold. Subtracting their equations gives $(u_0'u_k-u_0u_k')'=k^2u_0u_k$. Integrate from $r_{\rm in}$, where both vanish, to $R$, where $u_k'=0$. For small $k$ we may set $u_k\simeq u_0$ and use (3):

$$k^2\simeq\frac{1}{(R-a_T)\,\ell},\qquad \ell=\frac{\int u_0^2\,dr}{u_0(R)^2}. \tag{4}$$

A large negative $a_T$ puts the level slightly above threshold; a large positive one would put it slightly below. The energy of this level depends on $R$: it belongs to the well and the box together and is not the energy of the virtual state itself.

For the numerical levels let $L=R-r_{\rm in}$, $q_n=(n+\frac12)\pi/L$ and $x_j=(j+\frac12)L/N$, with $n,j=0,\dots,N-1$. The functions $\sin q_nx$, with $x=r-r_{\rm in}$, satisfy both boundary conditions. The matrix $F_{nj}=\sqrt{2/N}\,\sin q_nx_j$ is orthogonal and symmetric, so

$$H_{jl}=\sum_nF_{jn}q_n^2F_{nl}+\frac m{\hbar^2}V(r_{\rm in}+x_j)\,\delta_{jl}$$

is the radial operator on the grid. Kinetic energy acts on sine functions without finite-difference error; the potential is treated by midpoint quadrature. Overlaps are dot products of eigenvectors.

## The ABM matrix

Let $\varepsilon^S_\nu,\varepsilon^T_\lambda$ be the level energies, $O_{\nu\lambda}=\langle\psi^S_\nu|\psi^T_\lambda\rangle$ the overlaps, and $h^{SS},h^{TT},h^{ST}$ the blocks of the two-atom spin Hamiltonian. Spin terms do not act on $r$, so

$$H=\begin{pmatrix}\varepsilon^S\otimes1+1\otimes h^{SS}&O\otimes h^{ST}\\ (O\otimes h^{ST})^T&\varepsilon^T\otimes1+1\otimes h^{TT}\end{pmatrix}.$$

The algorithm is:

1. Adjust the wells to $a_S$ and $a_T$ and compute the zero-slope levels and overlaps.
2. Diagonalize $H(B)$ on a coarse set of fields.
3. Follow the eigenvalue with the correct index and find the root of $E_n(B)=E_{\rm thr}(B)$.

The index comes from counting. With $N_S$ singlet and $N_T$ triplet bound levels, the deeper molecular levels supply $2(N_S-1)+3N_T$ states. The next two are the last singlet level in its two spin states. The strongly coupled one is pushed down by the triplet level just above threshold, so it lies lower and crosses later.

## Why a bound singlet level needs box partners

Consider the lowest triplet box level $\phi$, at energy $\varepsilon_0$, in the open spin channel. Its coupling to singlet level $\nu$ is $WO_\nu$. To second order, an eigenvalue at $E=-D$ satisfies

$$-D=E_o+\varepsilon_0-W^2\sum_\nu\frac{O_\nu^2}{D+\varepsilon^S_\nu}-t,$$

where $E_o$ is the undressed spin energy and $t$ is the shift from triplet spin states. Two free atoms obey $-D=E_o-W^2/D-t$: their singlet admixture has the same flat spatial function and no binding energy. The small effect of $\varepsilon_0$ on $t$ and the coupling to higher triplet levels are neglected. Subtraction gives

$$\varepsilon_0=W^2\sum_\nu\frac{O_\nu^2}{D+\varepsilon^S_\nu}-\frac{W^2}{D}. \tag{5}$$

For a complete singlet set $\sum_\nu O_\nu^2=1$, and then

$$\varepsilon_0=W^2\sum_\nu O_\nu^2\left[\frac1{D+\varepsilon^S_\nu}-\frac1D\right]. \tag{6}$$

The free-atom term $W^2/D$ is now distributed over all singlet levels. If the bound level alone is kept, (5) still subtracts the whole term, but most of the matching sum is missing. The error is several MHz, larger than $\varepsilon_0$ itself.

Equation (6) also shows the limits. For small positive $\varepsilon_0$ the bound singlet must lie well above threshold, so the resonance moves to higher field. For large positive $\varepsilon_0$, with the bound singlet near threshold, its displacement is approximately $W^2O_b^2/\varepsilon_0$ and becomes small. For a bound triplet, $\varepsilon_0<0$, the bound term must be negative if it dominates, so $D<|\varepsilon_b|$ and any shift is downward. In that range every term of (6) is negative, and the bound term, $-W^2O_b^2|\varepsilon_b|/[D(|\varepsilon_b|-D)]$, never exceeds its value $-4W^2O_b^2/|\varepsilon_b|$ at $D=|\varepsilon_b|/2$, about $-8$ MHz for the numbers below. For a triplet bound more weakly than this, (6) has no root in that range. At larger $D$, for fields up to 2000 G, the positive bound term dominates, so there is no root there either and the broad resonance is absent.

## Numbers for lithium

The rounded literature inputs are $A=152.14$ MHz, $g_n=0.822$, $C_6=1393$ hartree bohr$^6$, $a_S=45.2$ and $a_T=-2140$ bohr. With $R=150$ bohr the last singlet level lies at $-1654.2$ MHz and the virtual triplet level at $+2.524$ MHz. Their squared overlap is $0.1995$. The last true triplet bound level is near $-23.8$ GHz.

Equation (4) can be read backwards. The energy unit $\hbar^2/(m\,{\rm bohr}^2)$ is $600068$ MHz, so $\ell=600068/(2290\times2.524)\simeq104$ bohr. Direct integration of the definition gives $102$ bohr, so (4) holds to 2 per cent. This is below the box length of $142.5$ bohr, as expected for a function that is small in the inner region.

**True triplet bound level.** Its distance makes its effect small, so the crossing is near $D=1654$ MHz. With $g_e\mu_B=2.802$ MHz/G, (1) gives $A/2=76$ MHz and a last term of about $15$ MHz, hence $B\simeq(1654-76-15)/2.802\simeq558$ G. The matrix gives $557.7$ and $557.6$ G: two nearly coincident crossings and no broad displacement.

**One singlet and the virtual triplet.** Equation (2) gives $W^2=17360$ MHz$^2$, so $W^2O_b^2=3463$ MHz$^2$. Equation (5) becomes

$$2.524=\frac{3463}{D-1654.2}-\frac{17360}{D},$$

with root $D\simeq1958$ MHz. Then (1) gives $B\simeq(1958-76-12)/2.802\simeq667$ G. The corresponding matrix gives $668.8$ G.

**Restored box levels.** Put the remaining singlet weight, $0.8005$, at the first box level, $134.7$ MHz. This is a crude replacement for a whole series. Equation (6) then reads

$$2.524+\frac{0.8005\times17360\times134.7}{D(D+134.7)}
=3463\left[\frac1{D-1654.2}-\frac1D\right].$$

Near the root the second term on the left is $0.29$ MHz. The solution is $D\simeq2476$ MHz, or $B\simeq(2476-76-10)/2.802\simeq853$ G. The full matrix gives $848.3$ G, or $84.83$ mT; this is the value for the well cut at $150$ bohr, and it falls by about $28$ G when the cutoff is removed, as discussed below. The closeness of $853$ to $848$ G is partly a compensation of errors: with the whole singlet series summed, (6) gives $D\simeq2431$ MHz, or about $837$ G. Either way, most of the displacement from $558$ G is explained by (6).

Removing the virtual level while keeping all others gives $563.9$ G. Keeping all triplet levels but one singlet level gives $675.4$ G. The large shift needs the virtual triplet level, and its correct size needs the singlet box levels.

## A check without levels

The five coupled radial equations can be integrated directly. Write them as $\boldsymbol\psi''=\mathsf W\boldsymbol\psi$. A Taylor expansion with step $d$ gives

$$\psi_{j+1}-2\psi_j+\psi_{j-1}=d^2\psi_j''+\frac{d^4}{12}\psi_j''''+O(d^6).$$

Replacing $d^2\psi''''$ by the second difference of $\mathsf W\psi$ gives the Numerov recurrence

$$(1-\mathsf T_{j+1})\psi_{j+1}=(2+10\mathsf T_j)\psi_j-(1-\mathsf T_{j-1})\psi_{j-1},\quad \mathsf T=\frac{d^2}{12}\mathsf W.$$

Propagating ratios of successive solution matrices avoids overflow in closed channels. At $R$ one obtains $\boldsymbol\psi'=\mathsf Y\boldsymbol\psi$, transformed to free-atom channels. With closed-channel condition $\psi_c'=-\mathsf K\psi_c$, elimination gives $\psi_c=-(\mathsf Y_{cc}+\mathsf K)^{-1}\mathsf Y_{co}\psi_o$, so

$$\frac1{R-a}=\mathsf Y_{oo}-\mathsf Y_{oc}(\mathsf Y_{cc}+\mathsf K)^{-1}\mathsf Y_{co}.$$

The broad resonance is found at $848.29$ G, against $848.28$ G from the levels. The narrow one is at $559.38$ G on a grid of $0.01$ G, against $559.386$ G. The tests require agreement within $0.5$ and $0.1$ G. At the narrow resonance the lowest closed channel has $e^{-2\kappa R}=3\times10^{-7}$.

The levels also give the scattering length. Let $\chi_n$ be the coupled eigenstates, with energies $k_n^2$ in radial units and open-channel amplitudes $\gamma_n$ at $R$. Expand the threshold solution, at $k^2$, as $\Psi=\sum_nc_n\chi_n$. Multiplying its equation by $\chi_n$, integrating by parts twice and using $\chi_n'(R)=0$ leaves

$$(k^2-k_n^2)c_n=-\gamma_n\Psi_o'(R).$$

The closed-channel surface terms are neglected as before. Solving for $c_n$, evaluating $\Psi_o(R)=\sum_nc_n\gamma_n$ and applying (3) gives

$$a=R-\sum_n\frac{\gamma_n^2}{k_n^2-k^2}. \tag{7}$$

High levels have $\gamma_n^2\simeq2/L$ and $k_n\simeq n\pi/L$. Omitting those above $K$ loses about $2L/(\pi^2K)$, or $0.5$ bohr for $K=60$, and makes $a$ too large. At 650, 750, 1000 and 1200 G the level result is indeed larger by $0.4$ to $0.9$ bohr. At 850 G the difference is about 1100 bohr, but $a$ itself is near $-2.5\times10^5$ bohr; this is $0.5$ per cent, caused by a tiny displacement of the nearby pole.

The zero of the scattering length that belongs to the broad resonance is at $543.7$ G, giving a width of $304.6$ G at this cutoff (with $R=1000$ bohr the zero is at $511$ G and the width is about $309$ G); another zero lies close beside the narrow resonance. If one writes $a=a_{\rm bg}(B-B_{\rm zero})/(B-B_{\rm res})$, the value at 650 G requires $a_{\rm bg}\simeq-1.2\times10^3$ bohr, while that at 1200 G requires $-1.6\times10^3$ bohr. A constant background is therefore a poor description over this range.

## Which error dominates

Expanding the basis from threshold upward gives $825.6$ G for two levels of each kind, $843.9$ G for three, $847.9$ G for five and $848.4$ G for ten. Including deep levels and all 60 of each kind gives $848.3$ G. Wells with one more bound state each give $848.30$ G. Basis size and this change of short-range structure are minor errors here.

The cutoff is not. At $R=200$ bohr the singlet level moves from $-1654$ to $-1608$ MHz and the resonance from $848.3$ to $833.2$ G. The narrow resonance moves likewise, from $559.4$ to $542.8$ G, and to $527.9$ G at $R=1000$ bohr. The agreement of two methods at $R=150$ bohr could not reveal this, since both use the same truncated potential.

The cause can be estimated. Let $u_c=r-a_c$ be the outer solution for the truncated well and $u\propto r-a$ that with its tail restored. They agree at $R$. The derivative of $u_cu'-uu_c'$ is $(m/\hbar^2)Vuu_c$; integrating with $u\simeq u_c$ gives

$$a-a_c\simeq-\frac{mC_6}{\hbar^2}\left[\frac1{3R^3}-\frac{a_c}{2R^4}+\frac{a_c^2}{5R^5}\right].$$

A truncated singlet well tuned to $45.2$ bohr therefore represents a full well with smaller $a_S$, which binds its last level more strongly. The bracket is $5.95\times10^{-8}$ at 150 bohr and $2.88\times10^{-8}$ at 200 bohr, in bohr$^{-3}$. For very large $|a_c|$ the last term of the bracket dominates and gives $1/a-1/a_c\simeq mC_6/(5\hbar^2R^5)$, independent of $a_c$. The triplet well and the resonance condition are then shifted nearly alike, so that effect largely cancels: restoring the tail raises the field by $18$ G, retuning $a_T$ lowers it by $21$ G, and about $-2$ G remains.

If the field error follows the singlet bracket, the part remaining at 200 bohr is $2.88/(5.95-2.88)\simeq0.94$ times the observed change of $15.1$ G. This extrapolates to about 819 G for the full $C_6$ tail. Coupled-channel integration with the wells retuned at each cutoff gives $824.3$, $821.0$ and $820.2$ G for $R=300$, $500$ and $1000$ bohr, close to this estimate.

The measured resonance is at roughly 830 G. The closeness of the $R=200$ result is no proof of accuracy, because the cutoff error there, about 13 G, is larger than the difference, and the wells omit higher dispersion and realistic exchange. Adding a term $-C_8/r^8$ with $C_8\simeq83430$ hartree bohr$^8$ and retuning the wells moves the resonance at $R=500$ bohr from $821$ to about $830$ G, an effect of similar size and opposite sign. For a prediction at the gauss level these terms must be added and $R$ increased until the field settles. The method also needs more care whenever a closed channel lies close to threshold: then $\kappa$ is small and the zero-slope condition is no longer adequate for that channel. For the present pair the gap does not close between 0 and 2000 G; its smallest value is about 215 MHz, near 27 G, where $e^{-2\kappa R}\simeq3\times10^{-3}$ at $R=150$ bohr. The complete values are in the numerical output.

## Table of computed values

```
A = 152.14 MHz, nuclear g = 0.822, mass = 6.01512 u
C6 = 1393.0 hartree bohr^6, a_S = 45.2, a_T = -2140.0 bohr
Energy unit hbar^2/(m bohr^2)/h = 600068.2 MHz
Inner wall 7.5 bohr, cutoff R = 150.0 bohr
Tuned sigma: singlet 10.24748, triplet 10.63996 bohr
Bound levels in wells: singlet 5, triplet 4
Last singlet bound level: -1654.19 MHz
Last true triplet bound level: -23807.3 MHz
Virtual triplet level (zero slope at R): 2.524 MHz
Next triplet box level: 493.6 MHz
Next singlet box level: 134.7 MHz
Squared overlap singlet bound / virtual triplet: 0.1995
Squared overlap singlet bound / triplet bound: 0.1225
ABM with true triplet bound level: 557.69, 557.63 G
ABM, 1 singlet + 1 triplet levels from threshold up: 668.78 G
ABM, 2 singlet + 2 triplet levels from threshold up: 825.56 G
ABM, 3 singlet + 3 triplet levels from threshold up: 843.86 G
ABM, 5 singlet + 5 triplet levels from threshold up: 847.87 G
ABM, 10 singlet + 10 triplet levels from threshold up: 848.38 G
ABM, 20 singlet + 20 triplet levels from threshold up: 848.41 G
ABM, 1 singlet bound + all triplet levels: 675.40 G
ABM, all levels but the virtual triplet: 563.90 G
ABM, all 60 + 60 levels, broad resonance: 848.28 G = 84.828 mT
ABM, all levels, narrow resonance: 559.386 G
Lowest closed channel there: kappa = 0.0501 per bohr, exp(-2 kappa R) = 3.0e-07
Coupled channels, broad resonance: 848.29 G
Coupled channels, narrow resonance (0.01 G grid): 559.38 G
Coupled channels, zero of scattering length: 543.71 G
Width, resonance minus zero: 304.6 G
a at 650 G: ABM 651.5, coupled channels 651.1 bohr
a at 750 G: ABM 2749.1, coupled channels 2748.5 bohr
a at 850 G: ABM -247583.5, coupled channels -248714.6 bohr
a at 1000 G: ABM -4459.9, coupled channels -4460.8 bohr
a at 1200 G: ABM -2947.0, coupled channels -2947.7 bohr
Variant, deeper wells: 6 singlet, 5 triplet bound levels, last singlet -1654.78 MHz, resonance 848.30 G
Variant, cutoff 200 bohr: 5 singlet, 4 triplet bound levels, last singlet -1607.97 MHz, resonance 833.16 G
```
